# Phase stability of columnar grains from top, bottom and sidewall energies: a numerical check

```python
"""Phase stability of columnar grains in a film.

Result under test: phases o and m of a grain (radius R, height h) balance when
    dg + Gamma/h + 2*D/R = 0,   h_c = -Gamma/(dg + 2*D/R),
dg    : bulk free-energy density difference, o minus m
Gamma : top plus bottom surface-energy difference, o minus m
D     : sidewall-energy difference charged to one grain, o minus m
Shared walls have energies wall[i, j]; in a uniform film a grain owns half.
The mismatch cost c = wall[o,m] - (wall[o,o] + wall[m,m])/2 splits the
single-grain limits. A third phase t gives a triple point.
Internal units: nm and J/m^2; a density of 1 J/m^2/nm is 1000 MJ/m^3.
"""
import itertools
import numpy as np
from scipy.optimize import brentq, fsolve

M, O, T = 0, 1, 2
NAMES = "mot"
bulk = np.array([0.0, 0.10, 0.25])
top = np.array([1.6, 1.0, 0.5])
bottom = np.array([1.0, 1.1, 0.7])
wall = np.full((3, 3), np.nan)      # unlike walls with t are never used
wall[M, M], wall[O, O], wall[T, T] = 1.2, 0.8, 0.6
wall[M, O] = wall[O, M] = 1.05

# Periodic triangular lattice of hexagonal grains; each wall listed once.
NX, NY = 3, 4
N = NX * NY
bonds = np.array([(x * NY + y, ((x + dx) % NX) * NY + (y + dy) % NY)
                  for x in range(NX) for y in range(NY)
                  for dx, dy in ((1, 0), (0, 1), (1, -1))])
assert len({tuple(sorted(b)) for b in bonds.tolist()}) == 3 * N


def polygon(inradius, sides):
    """Area and perimeter of a regular polygon from its vertices."""
    angle = 2 * np.pi * np.arange(sides) / sides
    radius = inradius / np.cos(np.pi / sides)
    x, y = radius * np.cos(angle), radius * np.sin(angle)
    xn, yn = np.roll(x, -1), np.roll(y, -1)
    return 0.5 * np.sum(x * yn - xn * y), np.sum(np.hypot(xn - x, yn - y))


def film_energy(pattern, R, h, top_e=top, wall_e=wall):
    """Explicit sum over grains and shared walls, in J/m^2 nm^2."""
    p = np.asarray(pattern)
    area, perimeter = polygon(R, 6)
    bulk_sum = bulk[p].sum(axis=-1)
    face_sum = (top_e[p] + bottom[p]).sum(axis=-1)
    wall_sum = wall_e[p[..., bonds[:, 0]], p[..., bonds[:, 1]]].sum(axis=-1)
    return area * h * bulk_sum + area * face_sum + perimeter / 6 * h * wall_sum


def differences(a, b, top_e=top, wall_e=wall):
    return (bulk[a] - bulk[b], top_e[a] + bottom[a] - top_e[b] - bottom[b],
            (wall_e[a, a] - wall_e[b, b]) / 2)


def critical_h(dg, gamma, d, R):
    return -gamma / (dg + 2 * d / R)


uniform = [np.full(N, phase) for phase in (M, O, T)]
one_o = uniform[M].copy()
one_o[0] = O
one_m = uniform[O].copy()
one_m[0] = M


def equal_h(a, b, R, **kw):
    """Thickness of equal film energy, by root search."""
    return brentq(lambda h: film_energy(a, R, h, **kw)
                  - film_energy(b, R, h, **kw), 0.1, 1000, xtol=1e-11)


dg, gamma, D = differences(O, M)
c = wall[O, M] - (wall[O, O] + wall[M, M]) / 2
h_star, R_star = -gamma / dg, -2 * D / dg

# Collective boundary, including the hyperbola form.
boundary = []
for R in (5.0, 6.0, 10.0, 20.0, 50.0):
    h = equal_h(uniform[O], uniform[M], R)
    assert abs(h - critical_h(dg, gamma, D, R)) < 1e-7
    assert abs((h - h_star) * (R - R_star) - h_star * R_star) < 1e-5
    boundary.append((R, h))

# A true cylinder, approached by a polygon with many sides.
area, perimeter = polygon(10.0, 4000)
assert abs(area / (np.pi * 10.0**2) - 1) < 1e-6


def cylinder_difference(h):
    energy = [area * h * bulk[i] + area * (top[i] + bottom[i])
              + perimeter * h * wall[i, i] / 2 for i in (M, O)]
    return energy[1] - energy[0]


h_cylinder = brentq(cylinder_difference, 0.1, 1000)
assert abs(h_cylinder - critical_h(dg, gamma, D, 10.0)) < 1e-6
hex_area, _ = polygon(1.0, 6)
equal_area_ratio = np.sqrt(hex_area / np.pi)
assert abs(equal_area_ratio - np.sqrt(2 * np.sqrt(3) / np.pi)) < 1e-12

# Other signs of the surface terms, including the stable side.
top_bad = top.copy()
top_bad[O] = 1.7
wall_bad = wall.copy()
wall_bad[O, O] = 1.4
sign_cases = []
for R, kw, o_below in ((3.0, {"top_e": top_bad}, False),
                       (10.0, {"wall_e": wall_bad}, True)):
    h = equal_h(uniform[O], uniform[M], R, **kw)
    pars = differences(O, M, **kw)
    assert abs(h - critical_h(*pars, R)) < 1e-7
    for factor, below in ((0.9, True), (1.1, False)):
        delta = (film_energy(uniform[O], R, factor * h, **kw)
                 - film_energy(uniform[M], R, factor * h, **kw))
        assert (delta < 0) == (below == o_below)
    sign_cases.append((R, pars[1], pars[2], h))
both = {"top_e": top_bad, "wall_e": wall_bad}
for R in (0.5, 3.0, 100.0):
    hs = np.geomspace(0.1, 1000, 200)
    assert np.all(film_energy(uniform[O], R, hs, **both)
                  > film_energy(uniform[M], R, hs, **both))

# Single-grain limits from flipping one grain in each uniform film.
R0 = 10.0
h_collective = equal_h(uniform[O], uniform[M], R0)
h_in_m = equal_h(one_o, uniform[M], R0)
h_in_o = equal_h(one_m, uniform[O], R0)
assert abs(h_in_m - critical_h(dg, gamma, D + c, R0)) < 1e-7
assert abs(h_in_o - critical_h(dg, gamma, D - c, R0)) < 1e-7
for h in np.linspace(h_in_m + 0.01, h_in_o - 0.01, 20):
    assert film_energy(one_o, R0, h) > film_energy(uniform[M], R0, h)
    assert film_energy(one_m, R0, h) > film_energy(uniform[O], R0, h)

# Every m/o pattern: uniform ground state for c > 0, mixed for c < 0.
patterns = np.array(list(itertools.product((M, O), repeat=N)))
for factor, expected in ((0.99, N), (1.01, 0)):
    energy = film_energy(patterns, R0, factor * h_collective)
    assert patterns[np.argmin(energy)].sum() == expected
wall_mix = wall.copy()
wall_mix[M, O] = wall_mix[O, M] = 0.9
c_mix = wall_mix[O, M] - (wall[O, O] + wall[M, M]) / 2
energy = film_energy(patterns, R0, h_collective, wall_e=wall_mix)
n_o_mix = int(patterns[np.argmin(energy)].sum())
assert c_mix < 0 < n_o_mix < N

# Triple point: solve equal energies, compare with the line intersection.
dg2, gamma2, D2 = differences(T, O)
h2, R2 = -gamma2 / dg2, -2 * D2 / dg2
dg3, gamma3, D3 = differences(T, M)
h3, R3 = -gamma3 / dg3, -2 * D3 / dg3
determinant = h_star * R2 - h2 * R_star
h_triple = determinant / (R2 - R_star)
R_triple = determinant / (h_star - h2)


def triple_equations(v):
    R, h = v
    e = [film_energy(u, R, h) / (N * polygon(R, 6)[0] * h) for u in uniform]
    return [e[O] - e[M], e[T] - e[O]]


root, _, flag, _ = fsolve(triple_equations, (15.0, 7.0), full_output=True,
                          xtol=1e-12)
assert flag == 1
assert np.allclose(root, (R_triple, h_triple), rtol=1e-6)
e3 = [film_energy(u, R_triple, h_triple) for u in uniform]
assert np.ptp(e3) < 1e-8 * abs(e3[0])


def sequence(R):
    """Lowest uniform phases from thin to thick, with change thicknesses."""
    hs = np.arange(1.0, 100.0, 0.005)
    best = np.argmin([film_energy(u, R, hs) for u in uniform], axis=0)
    change = np.flatnonzero(np.diff(best))
    order = [best[0]] + [best[i + 1] for i in change]
    return "".join(NAMES[i] for i in order), hs[change] + 0.0025


scans = {R: sequence(R) for R in (3.0, 10.0, 17.0, 18.0, 30.0)}
assert [scans[R][0] for R in scans] == ["to", "tom", "tom", "tm", "tm"]
h_to = critical_h(dg2, gamma2, D2, R0)
assert np.allclose(scans[R0][1], [h_to, h_collective], atol=0.006)
assert film_energy(uniform[O], 3.0, 1e6) < film_energy(uniform[M], 3.0, 1e6)

# Energy balance of one example grain, checked against the film sum.
h0 = 8.0
terms = 1000 * np.array([dg, gamma / h0, 2 * D / R0])
direct = 1000 * (film_energy(uniform[O], R0, h0)
                 - film_energy(uniform[M], R0, h0))
direct /= N * polygon(R0, 6)[0] * h0
assert abs(direct - terms.sum()) < 1e-8

for i in (M, O, T):
    print(f"phase {NAMES[i]}: bulk g = {1000*bulk[i]:.0f} MJ/m^3; top, bottom,"
          f" like-wall = {top[i]:.2f}, {bottom[i]:.2f}, {wall[i,i]:.2f} J/m^2")
print(f"unlike wall o/m = {wall[O,M]:.2f} J/m^2; mismatch c = {c:.3f} J/m^2")
print(f"o-m: top difference = {top[O]-top[M]:.2f} J/m^2")
print(f"o-m: bottom difference = {bottom[O]-bottom[M]:.2f} J/m^2")
for label, a, b, hh, rr in (("o-m", O, M, h_star, R_star),
                            ("t-o", T, O, h2, R2), ("t-m", T, M, h3, R3)):
    q = differences(a, b)
    print(f"{label}: dg = {1000*q[0]:.0f} MJ/m^3, Gamma = {q[1]:.2f} J/m^2,"
          f" D = {q[2]:.2f} J/m^2")
    print(f"{label}: intercept lengths h* = {hh:.3f} nm, R* = {rr:.3f} nm")
for R, h in boundary:
    print(f"o/m boundary: R = {R:.0f} nm, h_c = {h:.3f} nm")
print(f"cylinder root at R = {R0:.0f} nm: h_c = {h_cylinder:.3f} nm")
print(f"hexagon equal-area radius / inradius = {equal_area_ratio:.4f}")
print(f"grain R = {R0:.0f} nm, h = {h0:.0f} nm, o-m densities in MJ/m^3:")
print(f"  bulk {terms[0]:.1f}, top+bottom {terms[1]:.1f},"
      f" sidewall {terms[2]:.1f}, total {direct:.1f}")
print(f"single o grain in m film, R = {R0:.0f} nm: limit h = {h_in_m:.3f} nm")
print(f"single m grain in o film, R = {R0:.0f} nm: limit h = {h_in_o:.3f} nm")
print(f"patterns enumerated = {len(patterns)}, grains per pattern = {N}")
print(f"control with c = {c_mix:.2f} J/m^2 at h_c: o grains = {n_o_mix} of {N}")
for R, gam, d, h in sign_cases:
    print(f"sign case: R = {R:.0f} nm, Gamma = {gam:.2f} J/m^2,"
          f" D = {d:.2f} J/m^2, h_c = {h:.3f} nm")
print(f"triple point: R = {R_triple:.3f} nm, h = {h_triple:.3f} nm")
print(f"t/o boundary at R = {R0:.0f} nm: h = {h_to:.3f} nm")
print(f"o window at R = {R0:.0f} nm: width = {h_collective-h_to:.3f} nm")
for R, (order, changes) in scans.items():
    print(f"scan thin to thick, R = {R:.0f} nm: {' -> '.join(order)}; h = "
          + ", ".join(f"{x:.2f}" for x in changes) + " nm")
print("verified")
```

Running it gives:

```
phase m: bulk g = 0 MJ/m^3; top, bottom, like-wall = 1.60, 1.00, 1.20 J/m^2
phase o: bulk g = 100 MJ/m^3; top, bottom, like-wall = 1.00, 1.10, 0.80 J/m^2
phase t: bulk g = 250 MJ/m^3; top, bottom, like-wall = 0.50, 0.70, 0.60 J/m^2
unlike wall o/m = 1.05 J/m^2; mismatch c = 0.050 J/m^2
o-m: top difference = -0.60 J/m^2
o-m: bottom difference = 0.10 J/m^2
o-m: dg = 100 MJ/m^3, Gamma = -0.50 J/m^2, D = -0.20 J/m^2
o-m: intercept lengths h* = 5.000 nm, R* = 4.000 nm
t-o: dg = 150 MJ/m^3, Gamma = -0.90 J/m^2, D = -0.10 J/m^2
t-o: intercept lengths h* = 6.000 nm, R* = 1.333 nm
t-m: dg = 250 MJ/m^3, Gamma = -1.40 J/m^2, D = -0.30 J/m^2
t-m: intercept lengths h* = 5.600 nm, R* = 2.400 nm
o/m boundary: R = 5 nm, h_c = 25.000 nm
o/m boundary: R = 6 nm, h_c = 15.000 nm
o/m boundary: R = 10 nm, h_c = 8.333 nm
o/m boundary: R = 20 nm, h_c = 6.250 nm
o/m boundary: R = 50 nm, h_c = 5.435 nm
cylinder root at R = 10 nm: h_c = 8.333 nm
hexagon equal-area radius / inradius = 1.0501
grain R = 10 nm, h = 8 nm, o-m densities in MJ/m^3:
  bulk 100.0, top+bottom -62.5, sidewall -40.0, total -2.5
single o grain in m film, R = 10 nm: limit h = 7.143 nm
single m grain in o film, R = 10 nm: limit h = 10.000 nm
patterns enumerated = 4096, grains per pattern = 12
control with c = -0.10 J/m^2 at h_c: o grains = 5 of 12
sign case: R = 3 nm, Gamma = 0.20 J/m^2, D = -0.20 J/m^2, h_c = 6.000 nm
sign case: R = 10 nm, Gamma = -0.50 J/m^2, D = 0.10 J/m^2, h_c = 4.167 nm
triple point: R = 17.333 nm, h = 6.500 nm
t/o boundary at R = 10 nm: h = 6.923 nm
o window at R = 10 nm: width = 1.410 nm
scan thin to thick, R = 3 nm: t -> o; h = 10.80 nm
scan thin to thick, R = 10 nm: t -> o -> m; h = 6.92, 8.33 nm
scan thin to thick, R = 17 nm: t -> o -> m; h = 6.51, 6.54 nm
scan thin to thick, R = 18 nm: t -> m; h = 6.46 nm
scan thin to thick, R = 30 nm: t -> m; h = 6.09 nm
verified
```
